# Why unequal Voronoi metal grains raise work-function deviation by 13 percent

**Question.** A metal gate consists of many crystal grains. Each grain takes its orientation, and with it its work function, independently of the others. Two large gates have the same area, the same mean grain area and the same choice of work functions. In one the grains have equal areas; in the other they are the cells of a Poisson-Voronoi pattern. Why does the gate-averaged work function scatter about 13 percent more, from gate to gate, in the second case?

**Answer.**

## The mechanism: large grains are averaged less

Averaging suppresses scatter because many independent contributions partly cancel. It works best when all contributions have the same weight. In a gate the weight of a grain is the area it covers. When areas differ, the larger grains carry more than an equal share of the weight, and the cancellation is less complete.

Two grains already show this. With areas 1 and 1 the sum of squared areas is 2. With areas 1.5 and 0.5 the total area is unchanged, but the sum of squares is \(2.25+0.25=2.5\). The variance of the average follows this sum of squares.

Let the grains be columnar, each running through the metal film, so that grain \(i\) covers an area \(a_i\) of the gate and \(\sum_i a_i=A\). Its work function \(\Phi_i\) has mean \(\bar\Phi\) and standard deviation \(s\), and is independent of the other grains and of all the areas. The gate average is

\[
W=\frac1A\sum_i a_i\Phi_i ,\qquad
W-\bar\Phi=\frac1A\sum_i a_i(\Phi_i-\bar\Phi).
\]

Square the second expression and average over the work functions, holding the grain pattern fixed. A term with \(i\neq j\) contains the product of two independent deviations, each of mean zero, and vanishes. The terms with \(i=j\) leave

\[
\frac{s^2}{A^2}\sum_i a_i^2 .
\]

For every grain pattern the mean of \(W\) is the same \(\bar\Phi\), so the change of pattern from gate to gate adds no further variance. It remains to average the sum over patterns:

\[
\operatorname{Var}W=\frac{s^2}{A^2}\Big\langle\sum_i a_i^2\Big\rangle .
\]

Let \(a_0=\langle a\rangle\) be the mean grain area, each grain counted once. A gate much larger than a grain holds about \(A/a_0\) grains, and those cut by its edge are a small fraction. The sum is then \((A/a_0)\langle a^2\rangle\). With \(\langle a^2\rangle=a_0^2(1+c^2)\), where \(c\) is the standard deviation of the grain area divided by \(a_0\),

\[
\operatorname{sd}(W)=s\sqrt{\frac{a_0}{A}}\,\sqrt{1+c^2}. \tag{1}
\]

Equal grains have \(c=0\). The excess therefore comes from the spread of areas; grain shape does not enter at this order. What remains is to find \(c\) for Voronoi grains.

## The same result seen from a point on the gate

The work functions at two points have covariance \(s^2\) if the points share a grain and zero otherwise. Let \(p(r)\) be the probability that two points a distance \(r\) apart share a grain. Then

\[
\operatorname{Var}W=\frac{s^2}{A^2}\int_A\!\int_A p(|\mathbf x-\mathbf y|)\,d^2x\,d^2y
\;\to\;\frac{s^2}{A}\int p(r)\,d^2r ,
\]

where the arrow holds for a large gate. The last integral is the mean area of the grain that covers a given point. A point falls in a grain with probability proportional to the grain's area, so this mean carries the weight \(a/a_0\) and equals \(\langle a^2\rangle/a_0\). The area that governs the scatter is thus the area-weighted mean, which exceeds \(a_0\) whenever areas differ.

## Why Voronoi areas spread

In a Poisson-Voronoi pattern, seeds lie at random and independently with density \(n\), and each point of the plane joins its nearest seed. A region of area \(U\) is free of seeds with probability \(e^{-nU}\): for \(N\) seeds in a large area \(S\) it is \((1-U/S)^N\), which tends to this exponential at fixed \(n=N/S\).

Put one seed at the origin. The others are still placed independently with density \(n\). A point \(\mathbf x\) belongs to the origin's grain if no other seed is nearer to it, that is, if the disc centred at \(\mathbf x\) and passing through the origin is empty. Hence

\[
a_0=\int e^{-n\pi r^2}d^2x=\frac1n .
\]

For the mean square area, two points \(\mathbf x\) and \(\mathbf y\), at distances \(r_1\) and \(r_2\), must both belong to the grain. Both discs must be empty, so

\[
\langle a^2\rangle=\iint e^{-nU}\,d^2x\,d^2y,\qquad
U=\pi r_1^2+\pi r_2^2-O ,
\]

where \(O\) is the area common to the two discs. If \(O\) were dropped, the integral would factor into \(a_0\cdot a_0\), and the areas would have no variance. Subtracting that product gives

\[
\langle a^2\rangle-a_0^2=\iint e^{-n\pi(r_1^2+r_2^2)}\left(e^{nO}-1\right)d^2x\,d^2y>0 .
\]

This is the geometric origin of the excess. The common region has to be empty once, not twice. If one point has been found to belong to the grain, part of the emptiness needed by a neighbouring point is already secured. A gap among the seeds favours many points of the same grain together, and that grain becomes large.

## The integral for the factor

Consider the triangle formed by the seed, \(\mathbf x\) and \(\mathbf y\). Let its angles at \(\mathbf x\) and \(\mathbf y\) be \(\alpha\) and \(\beta\), with \(\alpha+\beta<\pi\), and let \(h\) be the distance from the seed to the line through \(\mathbf x\) and \(\mathbf y\). Then \(r_1=h/\sin\alpha\) and \(r_2=h/\sin\beta\).

The two circles meet at the seed and at its mirror image in that line. The chord between these points divides the union into one piece of each disc. The piece of the first disc is a sector of angle \(2\pi-2\alpha\), with area \((\pi-\alpha)r_1^2\), plus a triangle of signed area \(r_1^2\sin\alpha\cos\alpha\). The sign is negative for \(\alpha>\pi/2\), when the triangle has to be removed from the sector. The second piece has the same form, so

\[
U=h^2G,\qquad G=\frac{k(\alpha)}{\sin^2\alpha}+\frac{k(\beta)}{\sin^2\beta},\qquad
k(t)=\pi-t+\sin t\cos t .
\]

Next the integration variables are changed. Let \(\mathbf n\) be the unit normal from the seed to the line, at polar angle \(\varphi\), and \(\mathbf t=d\mathbf n/d\varphi\). Write \(\mathbf x=h\mathbf n+s_1\mathbf t\) and \(\mathbf y=h\mathbf n+s_2\mathbf t\). Since \(d\mathbf t=-\mathbf n\,d\varphi\), the normal components of \(d\mathbf x\) and \(d\mathbf y\) are \(dh-s_1d\varphi\) and \(dh-s_2d\varphi\), which together span \(|s_1-s_2|\,dh\,d\varphi\). The tangential components are \(ds_1+h\,d\varphi\) and \(ds_2+h\,d\varphi\); their \(d\varphi\) parts add nothing, because \(dh\,d\varphi\) is already used. Thus

\[
d^2x\,d^2y=|s_1-s_2|\,ds_1\,ds_2\,dh\,d\varphi .
\]

For \(s_1<s_2\) the triangle gives \(s_1=-h\cot\alpha\) and \(s_2=h\cot\beta\). At fixed \(h\),

\[
|ds_1|=\frac{h\,d\alpha}{\sin^2\alpha},\quad
|ds_2|=\frac{h\,d\beta}{\sin^2\beta},\quad
s_2-s_1=\frac{h\sin(\alpha+\beta)}{\sin\alpha\sin\beta}.
\]

The opposite order of the points contributes equally, a factor 2, and \(\varphi\) gives \(2\pi\). Therefore

\[
\langle a^2\rangle=4\pi\iint\frac{\sin(\alpha+\beta)}{\sin^3\alpha\,\sin^3\beta}
\left[\int_0^\infty h^3e^{-nGh^2}dh\right]d\alpha\,d\beta .
\]

With \(v=h^2\) the bracket is \(\tfrac12\int_0^\infty v\,e^{-nGv}dv=1/(2n^2G^2)\). Putting \(G\) over the common denominator \(\sin^2\alpha\sin^2\beta\) and using \(a_0=1/n\),

\[
m_2\equiv\frac{\langle a^2\rangle}{a_0^2}
=2\pi\!\!\iint\limits_{\alpha+\beta<\pi}\!\!
\frac{\sin(\alpha+\beta)\sin\alpha\sin\beta}
{\left[\sin^2\beta\,k(\alpha)+\sin^2\alpha\,k(\beta)\right]^2}\,d\alpha\,d\beta . \tag{2}
\]

The seed density has dropped out: the factor is a pure number, the same for fine and coarse grains. Numerical integration gives \(m_2=1.2802\), so that

\[
c=\sqrt{m_2-1}=0.529,\qquad \sqrt{1+c^2}=\sqrt{m_2}=1.131 .
\]

This is the 13 percent. The variance is larger by 28 percent, and the square root roughly halves that excess.

A simulated pattern of 40,000 grains gave \(m_2=1.283\), a difference of 0.2 percent from the integral. In it, 43 percent of the grains were larger than \(a_0\). They covered 64 percent of the area and supplied 80 percent of \(\sum a_i^2\), and so of the variance.

The role of the spread was also tested by changing it. With one seed placed at random in each square of a regular grid, the mean area is unchanged but \(m_2\) falls to 1.061, a factor of only 1.030. On gates holding 400 grains on average, the simulated deviation was 0.915 of the Voronoi value; the square root of the ratio of the two \(m_2\) values is 0.910.

## What "the same mean area" has to mean

The 13 percent belongs to a comparison at equal \(a_0\), each grain counted once. If the equal grains are instead given the area-weighted mean \(m_2a_0\), equation (1) yields the same deviation for both gates. If they are squares whose side is the mean of \(\sqrt a\), which is \(0.965\sqrt{a_0}\) in the simulated pattern, the ratio rises to \(1.131/0.965=1.17\). A reported grain size therefore needs its definition before the factor is applied.

## Gates that are not large

The edge of a gate cuts grains into smaller pieces. Take a square gate of side \(L\), placed without regard to the grains, and measure lengths in \(\sqrt{a_0}\). The number of point pairs separated by \(\mathbf r\) is proportional to the overlap of the gate with its shifted copy,

\[
(L-|r_x|)(L-|r_y|)=L^2-L(|r_x|+|r_y|)+|r_xr_y| .
\]

Over all directions, \(|r_x|\) and \(|r_y|\) each average to \(2r/\pi\), and \(|r_xr_y|\) to \(r^2/\pi\). With \(M_j=\int p(r)\,r^j\,d^2r\), and with \(L\) beyond the range where \(p\) matters,

\[
\frac{L^2\operatorname{Var}W}{s^2}=m_2-\frac{4M_1}{\pi L}+\frac{M_2}{\pi L^2},
\qquad M_1=0.849,\quad M_2=0.736 . \tag{3}
\]

For the equal grains take squares aligned with the gate but randomly offset. Along one axis, two points a distance \(x<1\) apart share a grain with probability \(1-x\). The two axes contribute equal factors, so for \(L\ge1\)

\[
\frac{\operatorname{Var}W}{s^2}=\left[\frac{2}{L^2}\int_0^1(L-x)(1-x)\,dx\right]^2
=\frac1{L^2}\left(1-\frac1{3L}\right)^2 . \tag{4}
\]

To first order in \(1/L\), the Voronoi variance loses a fraction \(4M_1/(\pi m_2L)=0.84/L\) and the square-grain variance \(0.67/L\). The Voronoi pattern loses more, so the ratio approaches 1.131 from below. In the opposite limit, a gate far smaller than a grain nearly always lies within one grain. Both deviations then tend to \(s\), and the ratio tends to 1.

## The numbers for a gate

Take round parameters in the regime of the polycrystalline metal gate of a scaled logic transistor: \(a_0=25\ \text{nm}^2\), and two orientations with work functions 4.40 and 4.60 eV and probabilities 0.4 and 0.6. For two values a distance \(\Delta\) apart, the variance is \(\Delta^2\) times the product of the probabilities:

\[
s=0.20\sqrt{0.6\times0.4}=0.0980\ \text{eV}.
\]

A gate of 100 nm by 100 nm holds \(10^4/25=400\) grains on average. The large-gate law (1) gives

\[
\operatorname{sd}(W)_{\rm equal}=\frac{0.0980}{\sqrt{400}}=0.00490\ \text{eV},\qquad
\operatorname{sd}(W)_{\rm Voronoi}=1.131\times0.00490=0.00554\ \text{eV}.
\]

Multiplied by the gate side, the Voronoi value becomes a matching coefficient, defined here for a single gate, of 0.554 eV nm, or 5.54 eV angstrom. Dividing it by the square root of the area gives the deviation of one gate, provided both sides of the gate are many grains long. A coefficient defined by the difference between two independent gates is larger by \(\sqrt2\).

With edges included, at fixed grain parameters:

| Gate side (nm) | Voronoi (eV) | Equal squares (eV) | Ratio |
|---|---|---|---|
| 10 | 0.0438 | 0.0408 | 1.072 |
| 20 | 0.0248 | 0.0225 | 1.104 |
| 100 | 0.00543 | 0.00482 | 1.126 |
| 500 | 0.00110 | 0.00098 | 1.130 |

At 100 nm the edges lower the Voronoi deviation by 2 percent from its large-gate value. Work functions drawn at random on simulated grain maps gave a ratio of 1.124 for this gate, against the calculated 1.126. If the equal squares instead fitted the gate with none cut, their deviation would stay at 0.00490 eV and the ratio would be \(0.00543/0.00490=1.11\).

## From work function to threshold voltage

In atomic units the electron charge has magnitude 1, so a uniform change of gate work function shifts the threshold by the same number. A patchy gate does so only if the channel responds linearly to the area average. Two estimates show whether it does.

First, the dielectric smooths the patches. In a uniform dielectric without charge, a surface potential \(\cos kx\) continues as \(\cos kx\,e^{-kz}\), which satisfies Laplace's equation and decays with depth. Alternating grains 5 nm wide have a period of 10 nm. At a depth of 1.5 nm the fundamental of such stripes keeps \(e^{-2\pi\times1.5/10}=0.39\) of its amplitude; for grains alternating in both directions \(k\) is larger by \(\sqrt2\) and the factor is 0.26. This leaves \(0.39s\), about 1.5 times the thermal energy \(T=0.0259\) eV at 300 K (Boltzmann's constant set to 1). A random pattern also contains variations over longer distances; these are damped less, and the gate-wide mean is not damped at all. Screening by the channel is left out, and so is the permittivity step at the interface, which replaces \(e^{-kz}\) by \(1/[\cosh kz+(\varepsilon_{\rm Si}/\varepsilon_{\rm ox})\sinh kz]\): about 0.21 for stripes under SiO\(_2\), or \(0.8\,T\), and about 0.5 under a high-permittivity film. The estimate therefore says only that the residual variation is of the order of \(T\).

Second, subthreshold current depends exponentially on the local barrier, so a variation of the order of \(T\) need not be averaged linearly. The extreme case, with no smoothing at all, shows how large the departure can become. Consider an n-channel device with fully resolved patches, where a higher work function means a higher barrier. Let \(f\) be the area fraction of the 4.60 eV orientation and \(q=e^{-\Delta/T}\); local currents then differ by a factor \(1/q\approx2300\). For strips side by side the currents add, and for strips in series the resistances add. The equivalent uniform barriers, measured from that of the 4.40 eV orientation, are

\[
F_{\rm par}=-T\ln(1-f+fq),\qquad
F_{\rm ser}=T\ln(1-f+f/q).
\]

For small fluctuations of \(f\), \(\operatorname{sd}(F)=|F'|\operatorname{sd}(f)\), with

\[
F'_{\rm par}=\frac{T(1-q)}{1-f+fq},\qquad
F'_{\rm ser}=\frac{T(1/q-1)}{1-f+f/q}.
\]

At \(f=0.6\) these are 0.065 and 0.043 eV, against \(\Delta=0.20\) eV for the area average. The Voronoi deviation of the 100 nm gate becomes 0.0018 eV (parallel) or 0.0012 eV (series) instead of 0.0054 eV. The grain pattern enters through \(\operatorname{sd}(f)\) alone, so its factor survives: simulated gates gave Voronoi-to-equal ratios of 1.123 and 1.125. These are two idealized cases with fully resolved patches, and their deviations do not bound the deviation of a real gate. Smoothing by the dielectric weakens the reduction, because it damps the differences between patches but not their mean; at the 1.5 nm depth considered above, most of the reduction in these two averages is gone. When current winds between patches, the threshold also depends on their arrangement. Its deviation can then even exceed that of the area average, and neither the prefactor nor the 13 percent is secured by this argument.

## Set beside real gates

Grains of a few to some tens of nanometres and work-function differences of one to a few tenths of an electronvolt are rough typical values for such metals, so the example is not extreme. The 100 nm gate is, however, much longer than the channel of a present logic transistor. At 20 nm the large-gate law would give \(0.554/20=0.0277\) eV, 12 percent above the value with edges, and the grain-area excess is 10 percent, not 13. Real grains need not follow a Poisson-Voronoi pattern either. Equation (1) then calls for their measured \(c\); the more regular seeds above leave an excess of 3 percent. If neighbouring grains tend to share an orientation, the cross terms dropped at the start are positive, and the deviation exceeds equation (1). The threshold needs a separate calculation: the three- to fivefold reduction in the two current-path cases belongs to fully resolved patches and those two paths, and should not be applied to a real gate. The numerical output below gives the values in full.

## Table of computed values

```
m2 = <a^2>/a0^2, Voronoi, integral: 1.280176
m2 with disc overlap removed: 1.000000
m2 from 40000 simulated grains: 1.2831
relative spread of grain area c: 0.5293
large-gate factor sqrt(m2): 1.13145
simulated mean grain area at a random point / a0: 1.2831
p at r = sqrt(a0), integral: 0.1182; simulated: 0.1184
grains larger than a0, share of number: 0.431
grains larger than a0, share of area: 0.637
grains larger than a0, share of variance: 0.798
mean of sqrt(a/a0), simulated: 0.9652
moments M1, M2 (units of sqrt(a0), a0): 0.8489, 0.7360
more regular seeds: m2 = 1.0605, factor = 1.0298
their simulated deviation / Voronoi deviation: 0.9146
predicted from the two m2 values: 0.9102
work functions: 4.40 eV and 4.60 eV
their probabilities: 0.4 and 0.6
single-grain deviation s: 0.09798 eV
mean grain area a0: 25.0 nm^2
area-weighted mean grain area: 32.00 nm^2
gate side: 100 nm; mean number of grains: 400
large-gate law, equal grains: 0.004899 eV
large-gate law, Voronoi grains: 0.005543 eV
matching coefficient, Voronoi: 0.5543 eV nm = 5.543 eV angstrom
gate 10 nm, with edges: Voronoi 0.043773 eV, equal squares 0.040825 eV, ratio 1.0722
gate 20 nm, with edges: Voronoi 0.024794 eV, equal squares 0.022454 eV, ratio 1.1042
gate 50 nm, with edges: Voronoi 0.010618 eV, equal squares 0.009471 eV, ratio 1.1211
gate 100 nm, with edges: Voronoi 0.005426 eV, equal squares 0.004817 eV, ratio 1.1263
gate 500 nm, with edges: Voronoi 0.001104 eV, equal squares 0.000977 eV, ratio 1.1304
simulated ratio, 100 nm gate: 1.1236
temperature: 300 K; thermal energy kT: 0.02585 eV
dielectric thickness: 1.5 nm; patch period: 10.0 nm
patch amplitude left at the channel: 0.3897
s times that amplitude, in kT: 1.477
local current ratio of resolved patches: 2290
slope dF/df, area average: 0.2000 eV
slope dF/df, parallel paths: 0.0646 eV
slope dF/df, series paths: 0.0431 eV
100 nm gate deviation, parallel paths: 0.001751 eV
100 nm gate deviation, series paths: 0.001168 eV
simulated Voronoi/equal ratio, parallel paths: 1.1234
simulated Voronoi/equal ratio, series paths: 1.1252
```
